# Why a Cr(CO)3 tripod lets coordinated benzene alternate its bonds

A geometry optimization of benzene–Cr(CO)$_3$ has fewer variables if the ring is held to a single C–C length. That constraint is safe in free benzene. In the complex it depends on how the tripod is turned. If the CO groups lie over bond midpoints (staggered), the constraint suppresses a distortion that symmetry allows. If they lie over carbon atoms (eclipsed), one C–C length is required by symmetry.

In a π-electron model of the ring, the alternation arises because a threefold perturbation mixes the filled $e_1$ orbitals with the empty $e_2$ orbitals. This mixing is necessary for alternation of the π bond orders at leading order, but it is not sufficient, because its phase must also be right.

## What symmetry allows

Both orientations have a threefold axis and three mirror planes. In the staggered form the mirrors pass through bond midpoints. Rotations and mirrors together carry any carbon into any other, but the bonds fall into two sets of three. In the eclipsed form the mirrors pass through atoms. Each mirror exchanges the two bonds that meet at its atom, so all six bonds are equivalent, while the carbons fall into two sets.

Symmetry fixes neither the size of the alternation nor which set of bonds is stronger. Those need a model.

## Which orbitals the tripod can mix

Take a regular hexagon with atoms $j=0,\dots,5$ at angles $\pi j/3$, one orthogonal p orbital per atom, six π electrons, and neighbour hopping $-t$ with $t>0$. Energies are measured from the carbon p level. Bond $j$ joins atoms $j$ and $j+1$. The ring orbitals are

$$|k\rangle=\frac{1}{\sqrt6}\sum_j e^{i\pi kj/3}|j\rangle,\qquad \varepsilon_k=-2t\cos\frac{\pi k}{3}.$$

The filled orbitals are $k=0$ at $-2t$ and $k=\pm1$ ($e_1$) at $-t$. The empty ones are $k=\pm2$ ($e_2$) at $+t$ and $k=3$ at $+2t$.

Let $V$ be the weak, real perturbation due to the tripod. A rotation by 120° multiplies $|k\rangle$ by $e^{-2\pi ik/3}$. Since $V$ is unchanged by this rotation, it connects only orbitals with equal factors, so $k$ can go to $k$ or to $k+3$ (modulo 6). The allowed transfers are

$$1\leftrightarrow-2,\qquad -1\leftrightarrow2,\qquad 0\leftrightarrow3.$$

Each joins a filled orbital to an empty one. A sixfold perturbation forbids all three, because a 60° rotation gives $|k\rangle$ and $|k+3\rangle$ opposite signs. The part of $V$ that is diagonal in $k$ shifts levels but leaves the density unchanged.

## From mixing to bond orders

Define $M=\langle-2|V|1\rangle$. To first order each filled orbital becomes $|k\rangle+a_k|k+3\rangle$, where

$$a_k=\frac{\langle k+3|V|k\rangle}{\varepsilon_k-\varepsilon_{k+3}},\qquad a_1=\frac{M}{-t-t}=-\frac{M}{2t}.$$

Because $V$ is real and $|-k\rangle$ is the complex conjugate of $|k\rangle$, $a_{-1}=a_1^*$. The orbitals $k=0$ and $k=3$ are both real, so $a_0$ is real.

With two electrons per orbital, the first-order change in the density operator is

$$\Delta\rho=2\sum_{k=0,\pm1}\left(a_k|k+3\rangle\langle k|+a_k^*|k\rangle\langle k+3|\right).$$

The bond order is $P_{j,j+1}=\langle j|\rho|j+1\rangle$. Using $e^{i\pi j}=(-1)^j$, the two products needed are

$$\langle j|k+3\rangle\langle k|j+1\rangle=\frac{(-1)^j}{6}e^{-i\pi k/3},$$

$$\langle j|k\rangle\langle k+3|j+1\rangle=-\frac{(-1)^j}{6}e^{-i\pi k/3}.$$

The minus sign arises because the factor $(-1)^j$ is now evaluated at the next atom. Since $a_k-a_k^*=2i\,\mathrm{Im}\,a_k$,

$$\Delta P_{j,j+1}=\frac{2i}{3}(-1)^j\sum_k \mathrm{Im}\,a_k\,e^{-i\pi k/3}.$$

The $k=0$ term vanishes because $a_0$ is real. The other two give $\mathrm{Im}\,a_1\,(e^{-i\pi/3}-e^{i\pi/3})=-i\sqrt3\,\mathrm{Im}\,a_1$. Therefore $\Delta P_{j,j+1}=(-1)^j(2/\sqrt3)\,\mathrm{Im}\,a_1$.

The unperturbed bond order is $\frac{2}{6}(1+2\cos\frac{\pi}{3})=\frac23$. Inserting $a_1=-M/(2t)$ gives

$$\boxed{P_{j,j+1}=\frac23-(-1)^j\frac{\mathrm{Im}\,M}{\sqrt3\,t}}$$

Within the π space, $e_1$–$e_2$ mixing is thus the only first-order source of bond alternation. The real part of $M$ mixes the same orbitals without contributing to it.

This was tested on eight random threefold perturbations with matrix elements of order $10^{-4}$ eV. Direct diagonalization gave alternations up to $4.0\times10^{-5}$, and the formula missed them by at most $1.1\times10^{-9}$. Deleting the $e_1$–$e_2$ block of $V$ removed the alternation to rounding error.

## Two phases, two outcomes

**Bond-type perturbation.** Let $V$ add $(-1)^j\delta$ to the hopping on bond $j$. Its two hopping directions give

$$\langle k+3|V|k\rangle=\frac{\delta}{6}\sum_j\left(e^{i\pi k/3}-e^{-i\pi k/3}\right)=2i\delta\sin\frac{\pi k}{3}.$$

Hence $M=i\sqrt3\,\delta$, and the bond orders change by $-(-1)^j\delta/t$. For $\delta>0$ the even bonds have the weaker hopping, $-t+\delta$, and lose bond order, as they should. The $0\leftrightarrow3$ element is zero.

If $e_2$ is filled as well, making ten electrons, the mixing joins two filled sets and cannot change the density. A calculation with $\delta=0.1$ eV confirmed that the alternation then vanishes.

**Site-type perturbation.** Let $V$ shift atom $j$ by $(-1)^j\Delta$. Now $\langle k+3|V|k\rangle=\Delta$ for every $k$, so $M$ is real and the bonds stay equal. The atomic populations change by

$$\Delta n_j=\frac{2}{3}(-1)^j\sum_k\mathrm{Re}\,a_k=\frac23(-1)^j\left(-\frac{\Delta}{4t}-\frac{2\Delta}{2t}\right)=-\frac56(-1)^j\frac{\Delta}{t}.$$

The orbitals mix, but the result is charge alternation.

**Strong bond-type limit.** The pair $|1\rangle,|-2\rangle$ forms a two-level problem with energies $\mp\sqrt{t^2+3\delta^2}$. In the density, $-M/(2t)$ is replaced by $-M/(2\sqrt{t^2+3\delta^2})$, so the alternating term becomes $-(-1)^j\delta/\sqrt{t^2+3\delta^2}$. At $\delta=t$ its size is $\frac12$. The average bond order is then $\frac13\left(1+t/\sqrt{t^2+3\delta^2}\right)=\frac12$, which gives bond orders 0 and 1. This is correct for three isolated double bonds, since the hopping on the even bonds has fallen to zero.

## How the tripod supplies the perturbation

Model the Cr(CO)$_3$ fragment by three empty hybrids pointing opposite to its CO groups. In the staggered form each points at the midpoint of a bond not covered by CO. Call these the even bonds. Let each hybrid have energy $E_h$ and coupling $-\gamma$ to both atoms of its bond.

In an orbital of energy $E$ with ring amplitudes $c_j$, the hybrid amplitude is $-\gamma(c_j+c_{j+1})/(E-E_h)$. Substituting this into the ring equations, with $E\approx-t$ for $e_1$, gives

$$V=-W\sum_{j=0,2,4}\left(|j\rangle+|j+1\rangle\right)\left(\langle j|+\langle j+1|\right),\qquad W=\frac{\gamma^2}{E_h+t}.$$

Every atom belongs to one hybrid, so all atoms shift equally. The extra hopping is $-W$ on even bonds and zero on odd bonds, which is $-W/2-(-1)^jW/2$. Hence $\delta=-W/2$, and the even bonds gain $W/(2t)$ relative to the ring average.

Donation into the hybrids also reduces the weight of the filled ring orbitals. At order $\gamma^2$ this reduction enters through terms $|k\rangle\langle k|$, which are sixfold symmetric. It lowers all six bond orders equally and does not cause alternation.

**Turning the tripod.** Suppose a hybrid at angle $\theta_h$ couples to an atom at relative angle $x$ in proportion to $g_0+g_1\cos x+g_2\cos2x$. Its overlap with $|1\rangle$ is proportional to $g_1e^{i\theta_h}$, and that of $\langle-2|$ with it to $g_2e^{2i\theta_h}$, so its contribution to $M$ varies as $e^{3i\theta_h}$. With hybrids at $30°+120°n+\varphi$, all three contributions have the common factor $ie^{3i\varphi}$.

The size of $M$ therefore stays fixed while its phase turns, and alternation follows $\cos3\varphi$. It vanishes at the eclipsed angle, 30°, and has the opposite sign at 60°, where the hybrids face the other three bonds. The fixed size of $M$ is special to lobes cut off at $\cos2x$. For lobes that decay exponentially with distance from the atoms, $|M|$ grows by 20–40% on turning to the eclipsed angle, while the alternation still follows $\cos3\varphi$ to about 1%. In the all-electron check below the mixing also differs between the two orientations.

## How large the effect is

Take round values $t=2.5$ eV, $E_h=1.0$ eV and $\gamma=1.0$ eV. Then

$$W=\frac{1.0^2}{1.0+2.5}=0.286\ \text{eV},\qquad |\delta|=0.143\ \text{eV},\qquad |M|=\sqrt3\,|\delta|=0.247\ \text{eV}.$$

The $e_2$ amplitude in $e_1$ is $0.247/5.0=0.049$. The alternating part of the bond order is $\pm0.143/2.5=\pm0.057$. Added to the free-ring value, it gives 0.724 under the hybrids and 0.610 between them. These two numbers leave out the equal loss on all six bonds through donation, which is also of order $\gamma^2$; the difference between them is unaffected by it at this order. With a chosen slope of 0.2 Å per unit bond order, the length difference is $2\times0.057\times0.2=0.023$ Å.

Four further effects were sized separately:

- **Stronger coupling.** Diagonalizing the ring and hybrids together, which also includes the equal loss through donation, gives 0.662 and 0.574, a half-difference of 0.044, or 77% of the first-order value. The ring donates 0.47 electrons. Even the stronger bonds end slightly below the free-ring value of 0.667, so "stronger" means stronger than their neighbours.
- **Back-donation.** Adding three filled metal lobes over the odd bonds, at $-1.0$ eV with coupling 0.5 eV, raises the half-difference from 0.044 to 0.054. These are chosen parameters, so this is a measure of sensitivity.
- **π-electron repulsion.** A self-consistent mean-field treatment, with a repulsion of 10 eV on one atom that falls off with distance (Ohno form), multiplies the alternation of the ring with fixed $\delta$ by 1.20. The gain comes from exchange between different atoms; since the populations are equal, the on-site part only shifts all levels equally.
- **Libration.** For a chosen torsional potential $B\sin^2 3\varphi$ with $B=0.20$ eV at 300 K, the classical average of $\cos3\varphi$ within one staggered well is 0.96. It falls to 0.81 for $B=0.05$ eV and 0.72 for $B=0.02$ eV, where the tripod also no longer stays in one well. Equal sampling of adjacent wells averages the alternation to zero.

The parameters are only rough, so these numbers illustrate the mechanism and do not predict the length difference in benzene–Cr(CO)$_3$. At these parameters the weak-coupling formula is itself only a rough guide: diagonalizing the ring and hybrids together reduces the length difference from 0.023 to about 0.018 Å. Both figures keep the hopping fixed. Letting it follow the bond length as $t\propto d^{-2}$, with the same slope, raises them to about 0.032 and 0.023 Å, a larger change than any of the four effects above. The sign found here belongs to the model and should not be used to predict which set of bonds is shorter in the real complex. Metal–ring bonding also changes the C–C bonds in ways this π model leaves out.

## An all-electron check of the orientation rule

Benzene with a fixed regular ring was also treated at the RHF/STO-3G level, with three charges of $+0.5e$ placed 2.0 Å below the ring plane and 1.2 Å from the axis. The charges supply a threefold field; they do not imitate chromium–ring bonding.

With the charges under bond midpoints, the Mayer bond orders are 1.438 for the bonds at the charges and 1.420 for the others. The carbon populations are equal. With the charges under atoms, the bond orders are equal and the carbon (Mulliken) populations alternate by $\pm0.018$ electrons. The pattern and signs survive a larger basis, but the sizes do not: in 6-31G* the Mayer orders are 1.464 and 1.371, and the populations alternate by $\pm0.105$.

The $e_1$–$e_2$ block of the density has norm 0.016 in the first case and 0.043 in the second (0.062 and 0.095 in 6-31G*). The larger mixing thus occurs where there is no bond alternation, so the amount of mixing alone is not a usable diagnostic.

In the first case the overlap populations alternate by $\pm0.0025$ electrons. The $e_1$–$e_2$ block alone gives $\pm0.0029$; in this minimal basis the remaining all-electron contributions slightly oppose it. In 6-31G* the total is $\pm0.045$, the $e_1$–$e_2$ block gives only $\pm0.023$, and the remainder adds to it, so this split is not a general result.

## What to do in a calculation

- For a staggered complex, allow two C–C lengths. A threefold symmetry constraint with mirrors through bond midpoints leaves both lengths free; a sixfold ring constraint forces them to be equal. How large the resulting error is in the real complex was not calculated here.
- For an eclipsed complex that keeps the threefold axis and the mirrors, expect equal C–C lengths but two kinds of carbon. Unequal bonds in a supposedly symmetric structure indicate that the symmetry has been lost.
- In a fragment-orbital analysis, inspect the bond orders themselves. The phase of the $e_1$–$e_2$ mixing is informative only after the degenerate orbitals have been fixed to the ring waves $|k\rangle$ used here, because a program may return any rotation within each pair. An $e_2$ population does not establish alternation.
- When comparing with room-temperature data, ask whether the tripod stays in one well. Averaging over both staggered positions can hide alternation present in each.

The full set of values is in the numerical output below.

## Table of computed values

```
MODEL
hopping t: 2.50 eV
hybrid energy E_h: 1.00 eV
coupling |gamma|: 1.00 eV
free e1 energy: -2.50 eV; free e2 energy: 2.50 eV
effective W: 0.2857 eV
bond modulation |delta|: 0.1429 eV
e1-e2 matrix element |M|: 0.2474 eV
e2 amplitude in e1: 0.0495
free-ring bond order: 0.6667
first-order bond-order change: +/-0.0571
first-order bond order under hybrid: 0.7238
first-order bond order between hybrids: 0.6095
chosen length slope: 0.20 angstrom per bond order
rough length difference: 0.0229 angstrom
TESTS AND NEGLECTED EFFECTS
random V, largest alternation: 3.96e-05
random V, largest formula error: 1.11e-09
random V, largest left without e1-e2 block: 1.11e-16
ten-electron alternation, delta 0.1 eV: 1.9e-17
nine-orbital half-difference: 0.0441
nine-orbital bond under hybrid: 0.6625
nine-orbital bond between hybrids: 0.5743
nine-orbital charge donated: 0.4709 electrons
full / first-order alternation: 0.772
filled metal lobes: energy -1.00 eV
filled metal lobes: coupling 0.50 eV
half-difference with filled lobes: 0.0544
on-site repulsion: 10.0 eV
alternation with / without repulsion: 1.203
libration barrier: 0.20 eV; temperature: 300 K
mean cos(3 phi) in one well: 0.9620
BENZENE IN A THREEFOLD CHARGE FIELD, RHF/STO-3G
ring C-C: 1.41 angstrom; C-H: 1.09 angstrom
each point charge: +0.50 e
charge radius: 1.20; depth: 2.00 angstrom
over bonds, Mayer order at charges: 1.43759
over bonds, Mayer order between: 1.42003
over bonds, Mayer difference: 0.01756
over atoms, mean Mayer order: 1.42845
over atoms, Mayer difference: 9.8e-15
over bonds, carbon half-difference: 0.00000 electrons
over bonds, e1-e2 density norm: 0.01596
over bonds, overlap half-difference: 0.002539 electrons
over bonds, part from e1-e2 block: 0.002855 electrons
over atoms, carbon half-difference: 0.01787 electrons
over atoms, e1-e2 density norm: 0.04269
over atoms, overlap half-difference: 0.000000 electrons
over atoms, part from e1-e2 block: -0.000000 electrons
```
